# The evanescent branch point of a diatomic chain with same-sublattice hopping: verification in Python

```python
"""
Result under test: a chain with site energies +Delta (A) and -Delta (B),
neighbour hopping t and equal same-sublattice hopping t2 has its evanescent
branch point (fastest decay in the gap) at
    E_b = -2 t2 - t2 Delta^2 / t^2,
that is, shifted by -t2 Delta^2/t^2 from the zone-edge midgap -2 t2.
k is the phase per two-atom cell; kappa is the amplitude decay per cell.
The same chain is a slice through the K point of a honeycomb sheet (hBN).
Energies are in eV and lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def chain_bloch(k, delta, t, t2):
    """Bloch matrix, analytic in complex k."""
    z = np.exp(1j * k)
    same = t2 * (z + 1 / z)
    return np.array([[delta + same, t * (1 + 1 / z)],
                     [t * (1 + z), -delta + same]])


def shift_formula(delta, t, t2):
    return -t2 * delta**2 / t**2


def edge_limit(delta, t):
    """Largest |t2| for which both band edges lie at the zone edge."""
    return t**2 / (delta + np.sqrt(delta**2 + 4 * t**2))


def green_branch_point(delta, t, t2, cells=60):
    """Energy and rate of fastest decay of a real-space Green function."""
    size = 2 * cells
    h = np.diag(np.tile([delta, -delta], cells)).astype(float)
    h += t * (np.eye(size, k=1) + np.eye(size, k=-1))
    h += t2 * (np.eye(size, k=2) + np.eye(size, k=-2))
    source = np.zeros(size)
    source[2 * 24] = 1.0

    def minus_decay(energy):
        g = np.linalg.solve(energy * np.eye(size) - h, source)
        return -np.log(abs(g[2 * 34] / g[2 * 35]))

    mid = -2 * t2
    best = minimize_scalar(minus_decay, method="bounded",
                           bounds=(mid - 0.8 * delta, mid + 0.8 * delta),
                           options={"xatol": 1e-9})
    return best.x, -best.fun


def edge_curvatures(delta, t, t2, h=1e-3):
    """Second differences of the diagonalized bands at the zone edge."""
    bands = np.array([np.linalg.eigvalsh(chain_bloch(np.pi + q, delta, t, t2))
                      for q in (-h, 0.0, h)])
    second = (bands[0] - 2 * bands[1] + bands[2]) / h**2
    return second[1], -second[0]          # conduction, valence


# ---- Green-function decay and band curvatures against the formulas ----
# A maximum is located only to about the square root of the rounding error.
for delta, t, t2 in [(3.0, -2.5, 0.2), (1.0, 1.3, 0.3), (1.5, 1.2, -0.2)]:
    energy, rate = green_branch_point(delta, t, t2)
    shift = energy + 2 * t2
    assert abs(shift - shift_formula(delta, t, t2)) < 1e-4
    assert abs(rate - 2 * np.arcsinh(delta / (2 * abs(t)))) < 1e-6
    w_c, w_v = edge_curvatures(delta, t, t2)
    assert abs(w_c - (t**2 / delta + 2 * t2)) < 1e-4
    assert abs(w_v - (t**2 / delta - 2 * t2)) < 1e-4
    assert abs(shift + delta / 2 * (w_c - w_v) / (w_c + w_v)) < 2e-4

# ---- The loop state is the slowest evanescent state at the branch point ----
rng = np.random.default_rng(7)
for _ in range(200):
    delta, t = rng.uniform(0.3, 4.0), rng.uniform(0.5, 3.0)
    t2 = rng.choice([-1, 1]) * rng.uniform(0.1, 0.98) * edge_limit(delta, t)
    e_b = -2 * t2 + shift_formula(delta, t, t2)
    secular = np.polymul([t2, delta - e_b, t2], [t2, -delta - e_b, t2])
    secular = secular - t**2 * np.array([0, 1, 2, 1, 0])
    inside = [z for z in np.roots(secular) if abs(z) < 1]
    assert len(inside) == 2
    slow, fast = sorted(inside, key=abs, reverse=True)
    kappa = 2 * np.arcsinh(delta / (2 * t))
    assert abs(slow + np.exp(-kappa)) < 1e-7
    assert abs(fast) < abs(slow)

# ---- Band edges leave the zone edge exactly at the stated limit ----
k_grid = np.linspace(0, np.pi, 201)
for delta, t in [(3.0, 2.5), (1.0, 1.3)]:
    for sign in (1, -1):
        for factor, expected in [(0.98, np.pi), (1.02, 0.0)]:
            t2 = sign * factor * edge_limit(delta, t)
            bands = np.array([np.linalg.eigvalsh(chain_bloch(k, delta, t, t2))
                              for k in k_grid])
            k_top = k_grid[np.argmax(bands[:, 0])]
            k_bottom = k_grid[np.argmin(bands[:, 1])]
            moving, fixed = (k_top, k_bottom) if sign > 0 else (k_bottom, k_top)
            assert abs(moving - expected) < 1e-12
            assert abs(fixed - np.pi) < 1e-12

# ---- Example parameters: rough hBN sizes; T2 is a chosen model value ----
BOND, DELTA, T, T2 = 0.145, 3.0, -2.5, 0.2
CELL = 1.5 * BOND
A_LAT = np.sqrt(3) * BOND

# ---- One merged state with equal sublattice weight under the envelope ----
kappa_b = 2 * np.arcsinh(DELTA / (2 * abs(T)))
e_chain = -2 * T2 + shift_formula(DELTA, T, T2)
defect = chain_bloch(np.pi + 1j * kappa_b, DELTA, T, T2) - e_chain * np.eye(2)
assert np.max(abs(defect)) > 0.1
assert np.max(abs(defect @ defect)) < 1e-10
null_vector = np.linalg.svd(defect)[2][-1].conj()
weight_ratio = abs(null_vector[0] / null_vector[1])
assert abs(weight_ratio - np.exp(kappa_b / 2)) < 1e-8

# ---- Honeycomb sheet from explicit lattice vectors ----
NEAR = BOND * np.array([[1, 0], [-0.5, np.sqrt(3) / 2], [-0.5, -np.sqrt(3) / 2]])
SECOND = np.array([NEAR[i] - NEAR[j] for i in range(3) for j in range(3) if i != j])
THIRD = -2 * NEAR


def sheet_bloch(k, ky, delta, t, t2, t3=0.0, dt2=0.0):
    """k: phase per armchair cell (may be complex); ky: transverse, 1/nm.
    A and B have like-site hoppings t2 + dt2 and t2 - dt2."""
    wave = np.array([k / CELL, ky])
    like = np.exp(1j * SECOND @ wave).sum()
    ab = t * np.exp(1j * NEAR @ wave).sum() + t3 * np.exp(1j * THIRD @ wave).sum()
    ba = t * np.exp(-1j * NEAR @ wave).sum() + t3 * np.exp(-1j * THIRD @ wave).sum()
    return np.array([[delta + (t2 + dt2) * like, ab],
                     [ba, -delta + (t2 - dt2) * like]])


def sheet_branch_point(ky, delta, t, t2, **extra):
    """Energy where the two evanescent branches of the sheet merge."""
    def splitting(kappa):
        h = sheet_bloch(np.pi + 1j * kappa, ky, delta, t, t2, **extra)
        return ((h[0, 0] - h[1, 1])**2 / 4 + h[0, 1] * h[1, 0]).real
    kappa = brentq(splitting, 0.0, 2.0, xtol=1e-13)
    h = sheet_bloch(np.pi + 1j * kappa, ky, delta, t, t2, **extra)
    return (np.trace(h) / 2).real


KY_K = 2 * np.pi / (3 * A_LAT)
for k in (0.3, 1.1, 2.4, np.pi):
    sheet = np.linalg.eigvalsh(sheet_bloch(k, KY_K, DELTA, T, T2))
    chain = np.linalg.eigvalsh(chain_bloch(k, DELTA, T, T2)) - T2
    assert np.allclose(sheet, chain, atol=1e-10)

e_sheet = -3 * T2 + shift_formula(DELTA, T, T2)
for c in (0.6, 1.0, 1.3, 1.6):
    ky = 2 * np.arccos(c / 2) / A_LAT
    assert abs(sheet_branch_point(ky, DELTA, T, T2) - e_sheet) < 1e-9

# ---- Sheet band edges stay at K up to the stated limit ----
sheet_limit = (np.sqrt(DELTA**2 + 9 * T**2) - DELTA) / 9


def sheet_edges(t2):
    bands = np.array([np.linalg.eigvalsh(
        sheet_bloch(2 * np.pi * i / 24, 4 * np.pi * j / (24 * A_LAT), DELTA, T, t2))
        for i in range(24) for j in range(24)])
    return bands[:, 0].max(), bands[:, 1].min()


for t2 in (T2, 0.98 * sheet_limit):
    top, bottom = sheet_edges(t2)
    assert abs(top - (-3 * t2 - DELTA)) < 1e-9
    assert abs(bottom - (-3 * t2 + DELTA)) < 1e-9
assert sheet_edges(1.02 * sheet_limit)[0] > -3 * 1.02 * sheet_limit - DELTA + 1e-3


# ---- Neighbour overlap s: generalized secular equation of the sheet ----
def slow_u(energy, delta, t, t2, s=0.0):
    """Continued squared neighbour sum u of the slow evanescent state."""
    b = 2 * t2 * (3 * t2 + energy) + (t - s * energy)**2
    c = (3 * t2 + energy)**2 - delta**2
    return 2 * c / (b + np.sqrt(b**2 - 4 * t2**2 * c))


def overlap_branch_point(delta, t, t2, s):
    mid = -3 * t2
    return minimize_scalar(lambda e: slow_u(e, delta, t, t2, s), method="bounded",
                           bounds=(mid - delta, mid + delta),
                           options={"xatol": 1e-10}).x


S_OVER, T3, DT2 = 0.1, -0.1, 0.1
assert abs(overlap_branch_point(DELTA, T, T2, 0.0) - e_sheet) < 1e-5
overlap_alone = overlap_branch_point(DELTA, T, 0.0, S_OVER)
assert abs(overlap_alone - S_OVER * DELTA**2 / T) < 1e-5

# ---- Numbers of the worked example ----
shift = shift_formula(DELTA, T, T2)
e_green, rate_green = green_branch_point(DELTA, T, T2)
w_c, w_v = edge_curvatures(DELTA, T, T2)
hbar2_over_m = const.hbar**2 / const.m_e / const.e * 1e18      # eV nm^2
mass_c, mass_v = (hbar2_over_m / (w * CELL**2) for w in (w_c, w_v))
decay_length = CELL / kappa_b
x_b = -np.cosh(kappa_b)
x_other = x_b + T**2 / (2 * T2**2)

mid_sheet = -3 * T2
with_overlap = overlap_branch_point(DELTA, T, T2, S_OVER) - mid_sheet
with_third = sheet_branch_point(KY_K, DELTA, T, T2, t3=T3) - mid_sheet
# The site energy is reset so that the gap at K stays the same.
with_plus = sheet_branch_point(KY_K, DELTA + 3 * DT2, T, T2, dt2=DT2) - mid_sheet
with_minus = sheet_branch_point(KY_K, DELTA - 3 * DT2, T, T2, dt2=-DT2) - mid_sheet

TEMP, FIELD = 400.0, 2.0                   # K, MV/cm
field_nm = FIELD * 0.1                     # V/nm
thermal = const.k * TEMP / const.e
loop_area = quad(lambda e: np.arccosh(max(1.0, 1 - slow_u(e, DELTA, T, T2) / 2)),
                 mid_sheet - DELTA, mid_sheet + DELTA, limit=200)[0]
tunnel_exponent = 2 * loop_area / (CELL * field_nm)

print(f"bond length (rough)              {BOND:.3f} nm")
print(f"cell length along armchair       {CELL:.4f} nm")
print(f"Delta                            {DELTA:.2f} eV")
print(f"gap 2 Delta                      {2 * DELTA:.2f} eV")
print(f"neighbour hopping t              {T:.2f} eV")
print(f"like-site hopping t2 (chosen)    {T2:.2f} eV")
print(f"chain limit on |t2|              {edge_limit(DELTA, T):.4f} eV")
print(f"sheet limit on |t2|              {sheet_limit:.4f} eV")
print(f"chain zone-edge midgap           {-2 * T2:.4f} eV")
print(f"chain branch point, formula      {e_chain:.4f} eV")
print(f"chain branch point, Green fn     {e_green:.4f} eV")
print(f"shift from midgap                {shift:.4f} eV")
print(f"sheet midgap at K                {mid_sheet:.4f} eV")
print(f"sheet branch point               {e_sheet:.4f} eV")
print(f"branch point above valence edge  {DELTA + shift:.4f} eV")
print(f"conduction edge above it         {DELTA - shift:.4f} eV")
print(f"cos k at branch point            {x_b:.4f} (no unit)")
print(f"cos k of the other state         {x_other:.4f} (no unit)")
print(f"kappa per cell, formula          {kappa_b:.4f} (no unit)")
print(f"kappa per cell, Green fn         {rate_green:.4f} (no unit)")
print(f"amplitude decay length           {decay_length:.4f} nm")
print(f"|A/B| at branch point            {weight_ratio:.4f} (no unit)")
print(f"conduction curvature W_c         {w_c:.4f} eV")
print(f"valence curvature W_v            {w_v:.4f} eV")
print(f"conduction mass                  {mass_c:.3f} m_e")
print(f"valence mass (hole)              {mass_v:.3f} m_e")
print("neglected effects, shift from midgap at K:")
print(f"trial overlap s                  {S_OVER:.2f} (no unit)")
print(f"overlap alone, t2 = 0            {overlap_alone:.4f} eV")
print(f"t2 and overlap together          {with_overlap:.4f} eV")
print(f"trial third-neighbour hopping    {T3:.2f} eV")
print(f"t2 and third neighbours          {with_third:.4f} eV")
print(f"trial like-site imbalance        {DT2:.2f} eV")
print(f"larger hopping on A              {with_plus:.4f} eV")
print(f"larger hopping on B              {with_minus:.4f} eV")
print(f"temperature of use               {TEMP:.0f} K")
print(f"thermal energy                   {thermal:.4f} eV")
print(f"field                            {FIELD:.1f} MV/cm")
print(f"potential energy drop per decay  {field_nm * decay_length:.4f} eV")
print(f"field for drop equal to shift    {abs(shift) / decay_length * 10:.1f} MV/cm")
print(f"integral of kappa over the gap   {loop_area:.4f} eV")
print(f"interband tunnelling exponent    {tunnel_exponent:.0f} (no unit)")
print("done: every assertion held")
```

It prints:

```
bond length (rough)              0.145 nm
cell length along armchair       0.2175 nm
Delta                            3.00 eV
gap 2 Delta                      6.00 eV
neighbour hopping t              -2.50 eV
like-site hopping t2 (chosen)    0.20 eV
chain limit on |t2|              0.7077 eV
sheet limit on |t2|              0.5642 eV
chain zone-edge midgap           -0.4000 eV
chain branch point, formula      -0.6880 eV
chain branch point, Green fn     -0.6880 eV
shift from midgap                -0.2880 eV
sheet midgap at K                -0.6000 eV
sheet branch point               -0.8880 eV
branch point above valence edge  2.7120 eV
conduction edge above it         3.2880 eV
cos k at branch point            -1.7200 (no unit)
cos k of the other state         76.4050 (no unit)
kappa per cell, formula          1.1376 (no unit)
kappa per cell, Green fn         1.1376 (no unit)
amplitude decay length           0.1912 nm
|A/B| at branch point            1.7662 (no unit)
conduction curvature W_c         2.4833 eV
valence curvature W_v            1.6833 eV
conduction mass                  0.649 m_e
valence mass (hole)              0.957 m_e
neglected effects, shift from midgap at K:
trial overlap s                  0.10 (no unit)
overlap alone, t2 = 0            -0.3600 eV
t2 and overlap together          -0.6889 eV
trial third-neighbour hopping    -0.10 eV
t2 and third neighbours          -0.3716 eV
trial like-site imbalance        0.10 eV
larger hopping on A              -0.2633 eV
larger hopping on B              -0.3195 eV
temperature of use               400 K
thermal energy                   0.0345 eV
field                            2.0 MV/cm
potential energy drop per decay  0.0382 eV
field for drop equal to shift    15.1 MV/cm
integral of kappa over the gap   5.4295 eV
interband tunnelling exponent    250 (no unit)
done: every assertion held
```
